\section*{Subbands of a delta-doped layer: Thomas-Fermi against Hartree}

\section{Problem}

A plane of ionized donors, $N$ per unit area, lies at $z=0$ in a semiconductor. Its electrons move in one isotropic parabolic valley with twofold spin degeneracy. The temperature is zero, there are no acceptors, and the electrons neutralize the layer. The donor charge is smeared uniformly over the plane, and the electrons interact through their mean electrostatic field alone.

Effective Hartree units are used: $\hbar=m^*=e^2/(4\pi\varepsilon)=1$, where $m^*$ is the effective mass and $\varepsilon$ the permittivity of the host. The units of length and energy are written $a^*$ and $\mathrm{Ha}^*$. $V(z)$ is the potential energy of an electron, and energies are measured from the chemical potential, $\mu=0$.

(a) Find $V(z)$ in the Thomas-Fermi approximation.

(b) How many bound subbands does this potential have?

(c) For $N=1$, how many subbands does a self-consistent Hartree calculation occupy, and how do their energies compare with those of (b)?

For conversions take $m^*=0.1$ electron masses and relative permittivity 10. Then $a^*=5.29$ nm, $\mathrm{Ha}^*=27.2$ meV, and $N=1$ means $3.57\times10^{12}\ \mathrm{cm}^{-2}$.

\section{A tempting solution}

\subsection{The potential}

Let $u=-V$ be the local Fermi energy. States are filled up to $k_F=\sqrt{2u}$, so that
\begin{equation}
n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{(2u)^{3/2}}{3\pi^2}
\label{eq:local}
\end{equation}
where $u>0$, and $n=0$ elsewhere. The electrostatic potential $\phi$ obeys $\phi''=-4\pi(N\delta(z)-n)$. An electron has charge $-1$, so $V=-\phi$ up to a constant, and
\begin{equation}
u''=4\pi n-4\pi N\delta(z).
\label{eq:poisson}
\end{equation}
Integration across the plane gives $u'(0^+)-u'(0^-)=-4\pi N$. Since $u$ is even, each side takes half of the jump:
\begin{equation}
u'(0^+)=-2\pi N .
\label{eq:slope}
\end{equation}
For $z>0$, equations (\ref{eq:local}) and (\ref{eq:poisson}) combine to
\begin{equation}
u''=A\,u^{3/2},\qquad A=\frac{4\pi\,2^{3/2}}{3\pi^2}=\frac{8\sqrt2}{3\pi}.
\end{equation}
Multiplying by $u'$ and integrating,
\begin{equation}
\tfrac12u'^2=\tfrac{2A}{5}u^{5/2}+c .
\end{equation}
Neutrality makes the field vanish far away, $u'\to0$, and a finite number of electrons requires $u\to0$. Hence $c=0$. If the density ended at a finite distance, there would be no charge beyond the edge, so neutrality would demand $u=u'=0$ at the edge and again $c=0$; the solution below has no such edge. Because $u''\ge0$ and $u'\to0$ from below, the root to take is $u'=-\sqrt{4A/5}\,u^{5/4}$. Then
\begin{equation}
\frac{d}{dz}u^{-1/4}=-\frac14u^{-5/4}u'=\frac14\sqrt{\frac{4A}{5}}=\sqrt{\frac{A}{20}},
\end{equation}
and therefore $u^{-1/4}=\sqrt{A/20}\,(z+z_0)$. With $A^2=128/(9\pi^2)$,
\begin{equation}
V(z)=-\frac{C}{(|z|+z_0)^4},\qquad C=\frac{400}{A^2}=\frac{225\pi^2}{8}.
\label{eq:V}
\end{equation}
The modulus carries the cusp produced by the donors. Condition (\ref{eq:slope}) reads $4C/z_0^5=2\pi N$, so
\begin{equation}
z_0=\left(\frac{2C}{\pi N}\right)^{1/5}=\left(\frac{225\pi}{4N}\right)^{1/5}.
\label{eq:z0}
\end{equation}

\subsection{The subbands}

Motion across the layer obeys $-\frac12\psi_i''+V\psi_i=E_i\psi_i$, with $\int\psi_i^2dz=1$ over the whole line. Motion in the plane has the density of states $2/(2\pi)=1/\pi$ per unit area, so a subband filled from $E_i$ to $\mu=0$ holds
\begin{equation}
N_i=-E_i/\pi .
\label{eq:occ}
\end{equation}
For $N=1$, diagonalization finds five levels below zero: $-2.3381$, $-0.6265$, $-0.1882$, $-0.0255$ and $-0.0008$.

The argument then ends as follows. The potential (\ref{eq:V}) satisfies Poisson's equation with a neutral charge, so it is self-consistent. It tends to $\mu$ at infinity, so every bound subband is occupied. A Hartree calculation must therefore give these same five subbands, holding $N$ electrons between them.

\section{Where it fails}

Add the occupations (\ref{eq:occ}):
\begin{equation}
\frac{2.3381+0.6265+0.1882+0.0255+0.0008}{\pi}=1.012 .
\end{equation}
The layer has $N=1$, so the five subbands hold 1.2\% too many electrons. The potential is sound; the fault lies in the word ``self-consistent''. Equation (\ref{eq:V}) solves Poisson's equation for the local density (\ref{eq:local}). The Hartree problem requires it to be solved for $\sum_iN_i\psi_i^2$, which is a different function of $z$.

The surplus disappears when the discrete levels are smoothed. In the WKB approximation the number of states below $E$ is
\begin{equation}
\nu(E)=\frac1\pi\int_{V<E}\sqrt{2(E-V)}\,dz .
\end{equation}
Replace the sum over levels by an integral over $\nu$ and integrate by parts. The boundary term $-E\nu$ vanishes at the bottom of the well, where $\nu=0$, and at $E=0$, where $\nu$ is finite:
\begin{align}
\frac1\pi\int(-E)\,d\nu
&=\frac1\pi\int_{V(0)}^0\nu\,dE
=\frac1{\pi^2}\int dz\int_{V}^{0}\sqrt{2(E-V)}\,dE\nonumber\\
&=\frac1{\pi^2}\int\frac{(2u)^{3/2}}{3}\,dz=\int n\,dz=N .
\end{align}
The smoothed count thus returns $N$, while the sum over discrete levels need not.

\section{Right solution}

\subsection{Parts (a) and (b)}

The answer to (a) is (\ref{eq:V}) with (\ref{eq:z0}). For $N=1$, $z_0=(176.7)^{1/5}=2.815\,a^*$, or 14.9 nm, and the depth is $u(0)=C/z_0^4=4.42\ \mathrm{Ha}^*$, or 120 meV. A finite-difference solution of the nonlinear equation, started from a constant, agrees with the formula to a relative $10^{-5}$ for $z<10z_0$.

The length $z_0$ is larger than the size of the charge cloud. By Gauss's law, $4\pi\int_z^\infty n\,dz'=-u'(z)$. Counting both sides of the plane, the charge farther out than $|z|$ is
\begin{equation}
2\,\frac{4C}{4\pi(|z|+z_0)^5}=N\left(\frac{z_0}{|z|+z_0}\right)^5 .
\end{equation}
Half of the electrons lie within $z_0(2^{1/5}-1)=0.419\,a^*$.

For (b), the number of bound states follows from the solutions at $E=0$. With $s=|z|+z_0$ the equation becomes
\begin{equation}
\frac{d^2\psi}{ds^2}=-\frac{k^2}{s^4}\psi,\qquad k=\sqrt{2C}=\frac{15\pi}{2}.
\end{equation}
Set $\psi=s\,g(t)$ with $t=1/s$. Then $d\psi/ds=g-g'/s$, and
\begin{equation}
\frac{d^2\psi}{ds^2}=-\frac{g'}{s^2}+\frac{g'}{s^2}+\frac{g''}{s^3}=\frac{g''}{s^3},
\end{equation}
so $g''=-k^2g$. The solutions are $s\sin(k/s)$ and $s\cos(k/s)$. The first tends to the constant $k$ at large $s$; the second grows linearly.

Imagine the well being strengthened from zero at fixed $z_0$, so that $k$ grows. Every level falls as this happens, because $\langle-1/s^4\rangle<0$. A new level appears at $E=0$ when the bounded solution $s\sin(k/s)$ meets the condition at the plane. With $q=k/z_0$ the conditions are
\begin{align}
\text{odd, }\psi=0:&\quad \sin q=0,\quad q=m\pi,\\
\text{even, }\psi'=0:&\quad \sin q-q\cos q=0,\quad \tan q=q,
\end{align}
with $q>0$. One further even state is present for any strength, since an attractive well in one dimension always binds.

The even thresholds are easily located. The function $f=\sin q-q\cos q$ has $f'=q\sin q$, so it is monotonic between successive multiples of $\pi$. On $(0,\pi)$ it rises from zero and has no root. For $m\ge1$, $f(m\pi)=-m\pi(-1)^m$ and $f((m+\frac12)\pi)=(-1)^m$ have opposite signs. There is therefore one root in each interval $(m\pi,(m+\frac12)\pi)$, and monotonicity excludes another before $(m+1)\pi$.

For $N=1$, $q=7.5\pi/2.815=8.37$. This exceeds $2\pi$ but not $3\pi$: two odd states. It also exceeds $2.5\pi=7.85$, so the even roots with $m=1$ and $m=2$ have been passed: $1+2=3$ even states. The total is five, as found by diagonalization.

\subsection{The Hartree equations for part (c)}

The density must now be built from the subbands:
\begin{equation}
n=\sum_{E_i<0}N_i\psi_i^2,\qquad V''=-4\pi n\quad(z>0),
\label{eq:hartree}
\end{equation}
with $V'(0^+)=2\pi N$ and $V'\to0$ far away. The level $V(\infty)$ is not prescribed; it is a result. It cannot be negative, because a continuum lying below $\mu$ would then be filled.

Simple iteration of (\ref{eq:hartree}) ignores the response of the electrons to a change of potential. A uniform rise $\delta V$ would take $\delta V/\pi$ electrons per unit area from each occupied subband, and so lower the density by $\psi_i^2\,\delta V/\pi$. The same expression with the local $\delta V(z)$ serves as an estimate when the change is not uniform. Poisson's equation is therefore solved with the predicted density
\begin{equation}
n-D\,(V-V_{\rm old}),\qquad D=\frac1\pi\sum_{E_i<0}\psi_i^2 .
\end{equation}
The correction vanishes when $V=V_{\rm old}$, so it guides the iteration without altering the solution.

An exact relation at the plane checks the result. Multiply the Schroedinger equation by $\psi_i'$, which gives $-\frac12\psi_i'\psi_i''+(V-E_i)\psi_i\psi_i'=0$. Hence
\begin{equation}
\frac{d}{dz}\left[-\tfrac14\psi_i'^2+\tfrac12(V-E_i)\psi_i^2\right]=\tfrac12V'\psi_i^2 .
\end{equation}
Multiply by $2N_i$, sum, and integrate from $0^+$ to infinity, where the bracket vanishes:
\begin{align}
\sum_iN_i\left[\tfrac12\psi_i'(0)^2+(E_i-V(0))\psi_i(0)^2\right]
&=\int_0^\infty V'n\,dz=-\frac1{4\pi}\int_0^\infty V'V''dz\nonumber\\
&=\frac{V'(0^+)^2}{8\pi}=\frac{\pi N^2}{2}.
\label{eq:identity}
\end{align}
The left side is the momentum flux of the electrons at the plane; the right side is the electrostatic pressure. In the Thomas-Fermi model, $\frac12u'^2=\frac{2A}{5}u^{5/2}$ with $Au^{3/2}=4\pi n$ gives at the plane
\begin{equation}
\tfrac25u(0)n(0)=\frac{(2\pi N)^2}{8\pi}=\frac{\pi N^2}{2},
\end{equation}
where the left side is the pressure of a uniform Fermi gas. The numbers are $0.4\times4.4215\times0.8881=1.571$ and $\pi/2=1.571$. The Hartree run gives 1.5708 for the left side of (\ref{eq:identity}).

\subsection{The comparison}

Energies are in $\mathrm{Ha}^*$ from $\mu$. The column $\langle\delta V\rangle$ is the first-order shift, the average of $V_{\rm H}-V_{\rm TF}$ in the Thomas-Fermi state. Four decimals are kept to resolve the difference between two models; they do not express the accuracy of either for a real layer.

\begin{center}
\begin{tabular}{ccccc}
$i$ & $E_{\rm TF}$ & $\langle\delta V\rangle$ & $E_{\rm H}$ & $N_i$ (Hartree)\\
0 & $-2.3381$ & $-0.0157$ & $-2.3539$ & 0.749\\
1 & $-0.6265$ & $+0.0194$ & $-0.6072$ & 0.193\\
2 & $-0.1882$ & $+0.0209$ & $-0.1673$ & 0.053\\
3 & $-0.0255$ & $+0.0127$ & $-0.0131$ & 0.004\\
4 & $-0.0008$ & $+0.0075$ & -- & --
\end{tabular}
\end{center}

The answer to (c) is that the Hartree calculation occupies four subbands, not five. The fifth Thomas-Fermi level lies 0.0008 below $\mu$, and the change of potential carries it above. Its first-order shift of 0.0075 gives only the direction: the estimate $-0.0008+0.0075=0.0067$ lies above $V(\infty)=0.0064$, where no bound state can be. Whether the Hartree well still binds a fifth, empty state is not settled here, since only states below $\mu$ were computed. Such a state would have to lie between $\mu$ and $V(\infty)=0.0064$.

The four common levels differ by at most $0.021\ \mathrm{Ha}^*$, or 0.57 meV, which is 0.5\% of the Thomas-Fermi depth. Relative to the Hartree energy of the level itself, the error is $0.0159/2.354=0.7\%$ for the lowest subband and $0.0209/0.1673=12\%$ for the third. The fourth lies almost twice as far below $\mu$ in the Thomas-Fermi potential as in the Hartree one. As an approximation to the Hartree problem, the potential is therefore a good source for the deep levels and a poor one for the occupation of the shallow ones. In meV the lowest level is at $-63.6$ in the Thomas-Fermi potential and $-64.1$ in the Hartree run.

First-order perturbation theory reproduces the four shifts to about $0.0003\ \mathrm{Ha}^*$ or better, so they can be read from the change of potential. For the lowest level the variational principle adds a bound: the Thomas-Fermi state is a trial function for the Hartree well, so $E_{\rm H}\le-2.3381-0.0157=-2.3538$, which the computed $-2.3539$ respects.

The lowest level falls because the Hartree well is deeper near the plane, $V(0)=-4.485$ against $-4.422$. Integrating $zV''=-4\pi zn$ by parts shows what this depth measures:
\begin{equation}
V(0)-V(\infty)=-4\pi\int_0^\infty zn\,dz=-2\pi N\langle|z|\rangle .
\end{equation}
The mean distance is $4.492/(2\pi)=0.715\,a^*$ in the Hartree run and $4.422/(2\pi)=0.704\,a^*$ in the Thomas-Fermi model. The Hartree cloud is slightly wider, and its well is deeper for that reason.

The density at the plane differs far more, in relative terms, than the two lowest levels do: $0.673$ in the Hartree run against $0.888\,a^{*-3}$, which is 24\% lower. The depth is not responsible, since inserting the Hartree $V(0)$ in (\ref{eq:local}) would give $(8.970)^{3/2}/(3\pi^2)=0.91$. It is the local rule that fails at the cusp, where the potential changes appreciably within an electron wavelength.

\section{Dense and dilute layers}

With $z=z_0x$ the Hamiltonian in the Thomas-Fermi potential becomes
\begin{equation}
\frac1{z_0^2}\left[-\frac12\frac{d^2}{dx^2}-\frac{q^2}{2(1+|x|)^4}\right],
\end{equation}
because $C/z_0^2=k^2/(2z_0^2)=q^2/2$. The single parameter $q$ grows as $N^{1/5}$, so the semiclassical regime of many subbands is approached slowly. For $N=0.1$, 1, 10 and 100 the potential binds 3, 5, 8 and 13 subbands, while the Hartree run occupies 2, 4, 7 and 12. The largest error among the common levels, relative to the Thomas-Fermi depth, falls from 1.3\% through 0.5\% and 0.2\% to 0.1\%. The surplus of electrons found above falls from 3.0\% to 0.2\%. That the Hartree count is one lower at these four densities is not a rule; at $N=0.2$, 0.7 and 1.5 the two counts are equal. The scan describes the model, not a real layer. With the conversions above, the depth, which grows as $N^{4/5}$, is 0.76 eV at $N=10$ and 4.8 eV at $N=100$, and the field at the plane is 3.2 and 32 MV/cm, far outside the range of one parabolic valley. At the other end the donor spacing $N^{-1/2}$ is $3.2\,a^*$ for $N=0.1$ and $1\,a^*$ for $N=1$, larger than the half-charge distances of $0.66\,a^*$ and $0.42\,a^*$, so the smeared donor charge is already an idealization there.

In the dilute limit the first odd state is lost at $q=\pi$, where $z_0=7.5$ and $N=225\pi/(4\times7.5^5)=0.0074$. Below this density the potential binds one subband, and a semiclassical sum over many levels has lost its basis. The smeared donor charge has lost its basis too: the mean donor spacing is $N^{-1/2}=11.6\,a^*$, while an isolated donor binds its electron in an orbit of radius $a^*$. In a real layer this dilute the electrons would settle on single donors, so the limit belongs to the model only.

The far tail is wrong at any density. The Thomas-Fermi density falls as $|z|^{-6}$, whereas a Hartree density made of finitely many bound states decays exponentially, at the rate of the highest occupied one. For $N=1$ that state lies $0.0064+0.0131=0.0195$ below $V(\infty)$, so the density finally falls as $e^{-2\kappa|z|}$ with $\kappa=\sqrt{2\times0.0195}=0.20\,a^{*-1}$.

Both models omit exchange, correlation and the random positions of the donors, so their agreement says nothing about the size of those effects. Exchange is not small: the local exchange potential $-(3n/\pi)^{1/3}$ is $-0.86\ \mathrm{Ha}^*$ at the plane for $N=1$. Adding exchange and correlation in the local-density approximation lowers the lowest level by about $0.1\ \mathrm{Ha}^*$ relative to $\mu$, several times the differences in the table, and leaves three subbands occupied. Background acceptors would add a fixed negative charge to Poisson's equation and leave a field outside the electron cloud. The first integral with $c=0$ would then not hold, and (\ref{eq:V}) would no longer be the solution. The values used here are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Effective units: length a*, energy Ha*, sheet density a*^-2
effective mass = 0.1 electron masses; permittivity = 10.0
a* = 5.2918 nm; Ha* = 27.2114 meV
N = 1.0 a*^-2 = 3.5711e+12 cm^-2
C = 277.5826 Ha* a*^4
z0 = 2.8148 a* = 14.896 nm
TF depth u(0) = 4.4215 Ha* = 120.32 meV
TF density n(0) = 0.8881 a*^-3; Hartree n(0) = 0.6734 a*^-3
half-charge distance: TF 0.4186 a*, Hartree 0.4412 a*
TF formula vs numerical solution, max relative error = 1.0e-05
threshold parameter q = 8.3706 (no unit)
exact number of TF subbands = 5
WKB integrated occupation = 1.000000 a*^-2
discrete TF-subband occupation = 1.01196 a*^-2
TF-potential levels: index, E (Ha*), first-order shift (Ha*)
  0  -2.3381  -0.0157
  1  -0.6265  +0.0194
  2  -0.1882  +0.0209
  3  -0.0255  +0.0127
  4  -0.0008  +0.0075
Hartree levels: index, E (Ha*), occupation (a*^-2)
  0  -2.3539  0.74928
  1  -0.6072  0.19327
  2  -0.1673  0.05327
  3  -0.0131  0.00418
Hartree minus TF: index, difference (Ha*)
  0  -0.0159
  1  +0.0193
  2  +0.0209
  3  +0.0124
lowest level: TF -63.62 meV, Hartree -64.05 meV
first spacing: TF 1.7115 Ha*, Hartree 1.7468 Ha*
Hartree V(0) = -4.4852 Ha*; V(infinity) = 0.00640 Ha*
plane identity: left 1.57080, right 1.57080 Ha* a*^-3
Hartree iterations = 11
largest level change, finer grid and larger box = 1.1e-06 Ha*
Scan: N (a*^-2), TF count, Hartree count, max error/depth, TF sum/N
  0.1  3  2  0.01331  1.02995
  1.0  5  4  0.00473  1.01196
  10.0  8  7  0.00230  1.00476
  100.0  13  12  0.00119  1.00191
\end{verbatim}
